# The LDA exchange-correlation stress from straining a periodic cell: a program that tests the result

```python
"""
Result under test: the LDA exchange-correlation (xc) contribution to the stress is
    sigma_ab = delta_ab * (E_xc - integral n v_xc) / volume,
where sigma_ab = (1/volume) dE/d(strain_ab), positive for tension.
The strain maps r to F r with F = 1 + strain, and the density is carried along at
fixed electron number: n_new(F r) = n(r) / det F.
Symbols: n density, eps_xc xc energy per electron, v_xc = d(n eps_xc)/dn,
E_xc = integral n eps_xc.  Hartree atomic units throughout.
Functional: Slater exchange plus Perdew-Wang 1992 correlation, unpolarized.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

PAIRS = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
NAMES = ["xx", "yy", "zz", "xy", "xz", "yz"]
DELTA = np.array([1.0, 1.0, 1.0, 0.0, 0.0, 0.0])
ELECTRONS = 2.0


def lda(n):
    """Return eps_x, eps_c, v_x, v_c for density n."""
    eps_x = -0.75 * (3.0 * n / np.pi) ** (1.0 / 3.0)
    v_x = 4.0 * eps_x / 3.0
    rs = (3.0 / (4.0 * np.pi * n)) ** (1.0 / 3.0)
    A, alpha = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    root = np.sqrt(rs)
    q = 2 * A * (b1 * root + b2 * rs + b3 * rs * root + b4 * rs**2)
    dq = A * (b1 / root + 2 * b2 + 3 * b3 * root + 4 * b4 * rs)
    log_term = np.log1p(1.0 / q)
    eps_c = -2 * A * (1 + alpha * rs) * log_term
    deps_c = -2 * A * alpha * log_term + 2 * A * (1 + alpha * rs) * dq / (q * q + q)
    v_c = eps_c - rs * deps_c / 3.0
    return eps_x, eps_c, v_x, v_c


def xc_integrals(n, weight):
    """Return E_x, E_c and integral n v_xc on a grid of equal weights."""
    eps_x, eps_c, v_x, v_c = lda(n)
    return (weight * np.sum(n * eps_x), weight * np.sum(n * eps_c),
            weight * np.sum(n * (v_x + v_c)))


def deformation(a, b, amount):
    F = np.eye(3)
    F[a, b] += amount
    return F


# ---- The written-out functional against libxc --------------------------------
n_test = np.logspace(-5, 1, 60)
ex, ec, vx, vc = lda(n_test)
reference = libxc.eval_xc("LDA_X,LDA_C_PW", n_test, spin=0, deriv=1)
functional_error = max(np.max(np.abs(ex + ec - reference[0])),
                       np.max(np.abs(vx + vc - np.asarray(reference[1][0]).ravel())))
assert functional_error < 2e-6

# ---- Gaussian density strained on a Cartesian grid that stays fixed ----------
covariance = np.array([[1.5, 0.4, 0.2], [0.4, 1.0, -0.3], [0.2, -0.3, 2.0]])
spacing = 0.4
axis = np.arange(-23, 24) * spacing
points = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1).reshape(-1, 3)
weight = spacing**3


def gaussian(F):
    """Density and gradient of the Gaussian carried along by F at fixed number."""
    C = F @ covariance @ F.T
    y = points @ np.linalg.inv(C)
    norm = ELECTRONS / np.sqrt((2 * np.pi) ** 3 * np.linalg.det(C))
    n = norm * np.exp(-0.5 * np.sum(points * y, axis=1))
    return n, -y * n[:, None]


def gaussian_energies(F):
    """LDA energy at fixed number, LDA energy at fixed density value, PBE energy."""
    n, grad = gaussian(F)
    fixed_number = sum(xc_integrals(n, weight)[:2])
    fixed_value = sum(xc_integrals(n * np.linalg.det(F), weight)[:2])
    rho = np.ascontiguousarray(np.vstack([n, grad.T]))
    eps_pbe = libxc.eval_xc("PBE,PBE", rho, spin=0, deriv=1)[0]
    return np.array([fixed_number, fixed_value, weight * np.sum(n * eps_pbe)])


h_gauss = 1e-3
gauss_slopes = np.array([
    (gaussian_energies(deformation(a, b, h_gauss))
     - gaussian_energies(deformation(a, b, -h_gauss))) / (2 * h_gauss)
    for a, b in PAIRS])
n_gauss = gaussian(np.eye(3))[0]
gx, gc, gnv = xc_integrals(n_gauss, weight)
gauss_formula = gx + gc - gnv
strained_number = weight * np.sum(gaussian(deformation(0, 0, 0.05))[0])
assert abs(strained_number - ELECTRONS) < 1e-6
assert np.max(np.abs(gauss_slopes[:, 0] - DELTA * gauss_formula)) < 5e-6
assert np.max(np.abs(gauss_slopes[:, 1] - DELTA * (gx + gc))) < 5e-6
assert abs(gauss_slopes[3, 2]) > 1e-3          # a gradient functional feels shear
assert np.ptp(gauss_slopes[:3, 2]) > 1e-3      # and its diagonal is not uniform

# ---- Self-consistent two-electron periodic model -----------------------------
lattice = np.array([[6.0, 1.0, 0.0], [0.0, 7.0, 1.0], [0.0, 0.0, 8.0]])  # columns
V0 = 0.4


def ground_state(F, nmax=3, size=16, start=None):
    """Kohn-Sham ground state; plane waves have fixed integer labels up to nmax."""
    cell = F @ lattice
    volume = np.linalg.det(cell)
    reciprocal = 2 * np.pi * np.linalg.inv(cell)          # rows
    r = np.arange(-nmax, nmax + 1)
    m = np.stack(np.meshgrid(r, r, r, indexing="ij"), axis=-1).reshape(-1, 3)
    G = m @ reciprocal
    G2 = np.sum(G**2, axis=1)
    place = tuple((m % size).T)
    diff = (m[:, None, :] - m[None, :, :]) % size
    flat = (diff[..., 0] * size + diff[..., 1]) * size + diff[..., 2]
    freq = np.rint(np.fft.fftfreq(size) * size)
    K = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1) @ reciprocal
    K2 = np.sum(K**2, axis=-1)
    K2[0, 0, 0] = 1.0
    coulomb = 4 * np.pi / K2
    coulomb[0, 0, 0] = 0.0                                # uniform background
    c1 = np.cos(2 * np.pi * np.arange(size) / size)
    external = -V0 * (c1[:, None, None] + c1[None, :, None] + c1[None, None, :])
    count = size**3
    n = np.full((size,) * 3, ELECTRONS / volume) if start is None else start.copy()
    converged = False
    for _ in range(150):
        v_x, v_c = lda(n)[2:]
        potential = (np.fft.fftn(external + v_x + v_c)
                     + coulomb * np.fft.fftn(n)) / count
        H = potential.real.ravel()[flat]
        H[np.diag_indices(len(m))] += 0.5 * G2
        coeff = eigh(H, subset_by_index=[0, 0])[1][:, 0]
        box = np.zeros((size,) * 3)
        box[place] = coeff
        psi = np.fft.ifftn(box).real * count
        n_out = ELECTRONS * psi**2 / volume
        if np.max(np.abs(n_out - n)) < 1e-10:
            converged = True
            break
        n = n + 0.7 * (n_out - n)
    assert converged
    n = n_out
    nG2 = np.abs(np.fft.fftn(n) / count) ** 2
    E_x, E_c, nv = xc_integrals(n, volume / count)
    kinetic = ELECTRONS * np.sum(coeff**2 * G2) / 2
    hartree = 0.5 * volume * np.sum(coulomb * nG2)
    ext = volume * np.mean(n * external)
    d_kin = np.array([-ELECTRONS * np.sum(coeff**2 * G[:, a] * G[:, b])
                      for a, b in PAIRS])
    d_har = np.array([volume * np.sum(coulomb * nG2 * K[..., a] * K[..., b] / K2)
                      for a, b in PAIRS]) - DELTA * hartree
    return dict(n=n, volume=volume, E_x=E_x, E_c=E_c, E_xc=E_x + E_c, nv=nv,
                kinetic=kinetic, hartree=hartree, ext=ext,
                total=kinetic + hartree + ext + E_x + E_c,
                d_kin=d_kin, d_har=d_har, sigma=(E_x + E_c - nv) / volume)


base = ground_state(np.eye(3))
h_cell = 5e-4
total_slope, relaxed_xc_slope = [], []
for a, b in PAIRS:
    pair = []
    for sign in (1, -1):
        F = deformation(a, b, sign * h_cell)
        pair.append(ground_state(F, start=base["n"] / np.linalg.det(F)))
    total_slope.append((pair[0]["total"] - pair[1]["total"]) / (2 * h_cell))
    relaxed_xc_slope.append((pair[0]["E_xc"] - pair[1]["E_xc"]) / (2 * h_cell))
total_slope = np.array(total_slope)
relaxed_xc_slope = np.array(relaxed_xc_slope)
xc_remainder = total_slope - base["d_kin"] - base["d_har"]
cell_formula = base["E_xc"] - base["nv"]
assert np.max(np.abs(xc_remainder - DELTA * cell_formula)) < 1e-5
assert np.max(np.abs(relaxed_xc_slope - DELTA * cell_formula)) > 1e-3

small_basis = ground_state(np.eye(3), nmax=2)
fine_grid = ground_state(np.eye(3), size=24, start=None)
assert abs(small_basis["sigma"] / base["sigma"] - 1) < 1e-2
assert abs(fine_grid["sigma"] / base["sigma"] - 1) < 1e-3

# ---- Uniform gas with the same mean density ----------------------------------
mean_n = ELECTRONS / base["volume"]
ux, uc, uvx, uvc = [float(x) for x in lda(mean_n)]
uniform_sigma = mean_n * (ux + uc - uvx - uvc)
to_GPa = (physical_constants["Hartree energy"][0]
          / physical_constants["Bohr radius"][0] ** 3 / 1e9)

# ---- Output ------------------------------------------------------------------
print(f"largest deviation from libxc: {functional_error:.1e} hartree")
print("GAUSSIAN DENSITY, slopes dE_xc/dstrain in hartree")
print(f"electron number after 5% xx strain: {strained_number:.6f}")
print(f"E_xc (LDA): {gx + gc:.6f} hartree")
print(f"integral n v_xc: {gnv:.6f} hartree")
print(f"formula E_xc - integral n v_xc: {gauss_formula:.6f} hartree")
for name, row in zip(NAMES, gauss_slopes):
    print(f"{name}: LDA fixed N {row[0]:.6f}, LDA fixed n {row[1]:.6f}, PBE {row[2]:.6f}")
print("PERIODIC MODEL CELL")
print(f"V0: {V0:.1f} hartree; electrons: {ELECTRONS:.0f}")
print(f"volume: {base['volume']:.1f} bohr^3")
print(f"density min, max: {base['n'].min():.6f}, {base['n'].max():.6f} bohr^-3")
print(f"kinetic energy: {base['kinetic']:.6f} hartree")
print(f"Hartree energy: {base['hartree']:.6f} hartree")
print(f"external energy: {base['ext']:.6f} hartree")
print(f"total energy: {base['total']:.6f} hartree")
print(f"E_x: {base['E_x']:.6f} hartree")
print(f"E_c: {base['E_c']:.6f} hartree")
print(f"E_xc: {base['E_xc']:.6f} hartree")
print(f"integral n v_xc: {base['nv']:.6f} hartree")
print(f"formula E_xc - integral n v_xc: {cell_formula:.6f} hartree")
print(f"sigma_xc: {base['sigma']:.6e} hartree/bohr^3")
print(f"sigma_xc: {base['sigma'] * to_GPa:.3f} GPa")
print(f"exchange part -E_x/(3 volume): {-base['E_x'] / (3 * base['volume']):.6e} hartree/bohr^3")
print(f"sigma_xc, smaller basis: {small_basis['sigma']:.6e} hartree/bohr^3")
print(f"sigma_xc, finer grid: {fine_grid['sigma']:.6e} hartree/bohr^3")
print("strain slopes in hartree: total, kinetic, Hartree, remainder")
for i, name in enumerate(NAMES):
    print(f"{name}: {total_slope[i]:.6f}, {base['d_kin'][i]:.6f}, "
          f"{base['d_har'][i]:.6f}, {xc_remainder[i]:.6f}")
print("slope of E_xc alone with relaxed density, hartree")
for name, value in zip(NAMES, relaxed_xc_slope):
    print(f"{name}: {value:.6f}")
print("UNIFORM GAS AT THE SAME MEAN DENSITY")
print(f"mean density: {mean_n:.6e} bohr^-3")
print(f"r_s: {(3 / (4 * np.pi * mean_n)) ** (1 / 3):.4f} bohr")
print(f"eps_xc: {ux + uc:.6f} hartree; v_xc: {uvx + uvc:.6f} hartree")
print(f"sigma_xc: {uniform_sigma:.6e} hartree/bohr^3")
print(f"sigma_xc: {uniform_sigma * to_GPa:.3f} GPa")
print("verified")
```

Output:

```
largest deviation from libxc: 4.4e-16 hartree
GAUSSIAN DENSITY, slopes dE_xc/dstrain in hartree
electron number after 5% xx strain: 2.000000
E_xc (LDA): -0.498821 hartree
integral n v_xc: -0.650121 hartree
formula E_xc - integral n v_xc: 0.151300 hartree
xx: LDA fixed N 0.151300, LDA fixed n -0.498821, PBE 0.160230
yy: LDA fixed N 0.151300, LDA fixed n -0.498821, PBE 0.165537
zz: LDA fixed N 0.151300, LDA fixed n -0.498821, PBE 0.157207
xy: LDA fixed N -0.000000, LDA fixed n -0.000000, PBE -0.004341
xz: LDA fixed N -0.000000, LDA fixed n -0.000000, PBE -0.001647
yz: LDA fixed N 0.000000, LDA fixed n 0.000000, PBE 0.002709
PERIODIC MODEL CELL
V0: 0.4 hartree; electrons: 2
volume: 336.0 bohr^3
density min, max: 0.000010, 0.076252 bohr^-3
kinetic energy: 0.431532 hartree
Hartree energy: 0.230865 hartree
external energy: -1.307152 hartree
total energy: -1.123322 hartree
E_x: -0.396584 hartree
E_c: -0.081984 hartree
E_xc: -0.478567 hartree
integral n v_xc: -0.623561 hartree
formula E_xc - integral n v_xc: 0.144993 hartree
sigma_xc: 4.315280e-04 hartree/bohr^3
sigma_xc: 12.696 GPa
exchange part -E_x/(3 volume): 3.934362e-04 hartree/bohr^3
sigma_xc, smaller basis: 4.314995e-04 hartree/bohr^3
sigma_xc, finer grid: 4.315280e-04 hartree/bohr^3
strain slopes in hartree: total, kinetic, Hartree, remainder
xx: -0.284505, -0.299873, -0.129625, 0.144993
yy: -0.228268, -0.295178, -0.078084, 0.144993
zz: -0.146175, -0.268013, -0.023155, 0.144993
xy: 0.025414, 0.034174, -0.008760, -0.000000
xz: -0.002874, -0.003525, 0.000651, 0.000000
yz: 0.018230, 0.029421, -0.011192, 0.000000
slope of E_xc alone with relaxed density, hartree
xx: 0.034705
yy: 0.045351
zz: 0.061334
xy: 0.003994
xz: -0.000285
yz: 0.003255
UNIFORM GAS AT THE SAME MEAN DENSITY
mean density: 5.952381e-03 bohr^-3
r_s: 3.4230 bohr
eps_xc: -0.168413 hartree; v_xc: -0.218930 hartree
sigma_xc: 3.006974e-04 hartree/bohr^3
sigma_xc: 8.847 GPa
verified
```
